Stable multichannel tunnelling through dielectric stacks by scattering-matrix composition

An insulating stack between two metal electrodes leaks when electrons tunnel in from the cathode. If the barrier also varies along the film, an electron arriving at normal incidence is scattered into lateral modes that decay at different rates. Inside each layer every such mode has a decaying and a growing solution. The numerical question is how to join the layers without letting the fastest growing solution erase the slowest decaying one, which carries the leakage.

The quantity computed here is the coherent, elastic transmission probability T at one energy. Turning T into a current needs an integral over the electron supply, which is left out, as are bias, image forces, traps and phonons.

**Channels**

Let x run across the stack and y along it. Each layer has a scalar effective mass m, a thickness d and a potential independent of x,

V(y) = V₀ + U cos(2πy/L).

The electrodes are uniform. Energies are measured from the Fermi level. At normal incidence the wave is even in y, and V(y) keeps it even, so the even modes suffice:

φ₀ = 1/√L,  φₙ = √(2/L) cos(qₙy),  qₙ = 2πn/L.

Write the wavefunction as Σₙ ψₙ(x)φₙ(y), insert it in the Schrödinger equation and project on each φₙ. Keeping N modes gives

ψ″ = Cψ,  C = diag(qₙ²) + (2m/ħ²)(V − E).  (1)

Here ψ is a column of N amplitudes and V is a matrix. Its diagonal elements are V₀. The identity cos(qₙy) cos(q₁y) = ½[cos(qₙ₊₁y) + cos(qₙ₋₁y)] shows that the cosine couples neighbouring modes alone:

V₀₁ = U(√2/L)∫cos²(q₁y)dy = U/√2,
Vₙ,ₙ₊₁ = U(2/L)(½)(L/2) = U/2 for n ≥ 1.

C is real and symmetric, so C = W diag(−k²)Wᵀ with W real orthogonal. The root is chosen with Im k ≥ 0, and with k > 0 when k is real. An evanescent mode has k = iκ, κ > 0. With Y = diag(k/m), the field and its scaled derivative are

ψ = W(a + b),  ψ′/m = iWY(a − b),  (2)

where a multiplies exp(ikx) and b multiplies exp(−ikx). Both ψ and ψ′/m are continuous at an interface. Energies at which some k vanishes are excluded.

**One interface**

Let medium 1 lie to the left of medium 2, and define O = W₁ᵀW₂ and Z = OY₂Oᵀ. Multiplying the continuity conditions by W₁ᵀ gives

a₁ + b₁ = O(a₂ + b₂),
Y₁(a₁ − b₁) = OY₂(a₂ − b₂) = Z(Oa₂ − Ob₂).

The first line gives Oa₂ = a₁ + b₁ − Ob₂. Substituting this in the second and collecting b₁,

(Y₁ + Z)b₁ = (Y₁ − Z)a₁ + 2ZOb₂.

The coefficients of a₁ and b₂ are the reflection r from the left and the transmission t′ from the right:

r = (Y₁ + Z)⁻¹(Y₁ − Z),  t′ = 2(Y₁ + Z)⁻¹ZO.  (3)

The outgoing wave on the right is a₂ = Oᵀ(a₁ + b₁) − b₂. For b₂ = 0 this is Oᵀ(1 + r)a₁, and for a₁ = 0 it is (Oᵀt′ − 1)b₂. Hence

t = 2Oᵀ(Y₁ + Z)⁻¹Y₁,  r′ = Oᵀt′ − 1.  (4)

The inverse exists. The real and imaginary parts of Y₁ and Z are symmetric and positive semidefinite. If (Y₁ + Z)v = 0, the real and imaginary parts of v†(Y₁ + Z)v vanish separately. Each is a sum of non-negative terms, so each term vanishes, which gives Y₁v = 0. No k is zero, so v = 0.

**Propagation and composition**

Across a layer, a is multiplied by P = exp(ikd) from left to right, and b by the same P from right to left. Moving the right reference plane of a scattering matrix through the layer therefore changes

t → Pt,  t′ → t′P,  r′ → Pr′P,  (5)

and leaves r alone. Since Im k ≥ 0, no element of P exceeds 1 in modulus.

Now join a left part A to a right part B. With a and c incident from outside, the waves between them obey

a_m = t_A a + r′_A b_m,  b_m = r_B a_m + t′_B c.

Eliminating one from the other,

a_m = (1 − r′_A r_B)⁻¹(t_A a + r′_A t′_B c),
b_m = (1 − r_B r′_A)⁻¹(r_B t_A a + t′_B c).

The outgoing waves are r_A a + t′_A b_m on the left and t_B a_m + r′_B c on the right. Writing D = (1 − r′_A r_B)⁻¹,

t = t_B D t_A
r = r_A + t′_A r_B D t_A
t′ = t′_A(1 − r_B r′_A)⁻¹t′_B
r′ = r′_B + t_B D r′_A t′_B.  (6)

The inverse D sums the repeated reflections between the two parts.

The particle flux is proportional to Im(ψ†ψ′/m) = Re[(a + b)†Y(a − b)]. For an open electrode channel the cross terms are imaginary, leaving Y(|a|² − |b|²). A closed channel with a single decaying wave carries none. For incidence in mode 0,

T = Σₙ Re(Y_R,ₙ)|tₙ₀|²/Y_L,₀.  (7)

Replacing t by r and Y_R by Y_L gives the reflected fraction R.

A single barrier with one channel and identical electrodes checks the signs. Let the electrodes have Y = y and the barrier Y = iη. Then t_A = 2y/(y + iη), t_B = 2iη/(y + iη), and r′_A = r_B = (iη − y)/(iη + y). With P = exp(−κd), (6) gives

t = 4iηy exp(−κd)/[(y + iη)² − (iη − y)² exp(−2κd)].

Multiplying top and bottom by exp(κd) turns the denominator into 2(y² − η²)sinh κd + 4iηy cosh κd. Taking the squared modulus and using cosh² = 1 + sinh²,

T = 1/{1 + [(y² + η²)²/(4y²η²)] sinh² κd}.

This is the familiar barrier formula. It tends to 1 as d → 0 and decays as exp(−2κd) for a thick barrier.

**Algorithm**

Media 0 and J+1 are the electrodes; layers 1 to J are the insulators.

    for each medium j:
        diagonalise C_j; store W_j, k_j, Y_j
    S = interface(0, 1)                  equations (3), (4)
    for j = 1 to J:
        P = exp(i k_j d_j)
        move S through layer j           equation (5)
        S = compose(S, interface(j, j+1))   equation (6)
    T = flux ratio from t                equation (7)

Inverses should be applied through linear solves. The cost is O(N³) operations per layer, with O(N²) storage for S. If only thicknesses change, the diagonalisations and interface matrices can be reused.

**Why the composition is stable**

Assume that C is positive definite in every insulating layer, so that all their modes are evanescent at E. Define

F(x) = Re(ψ†ψ′/m).

F is continuous at interfaces. Inside a layer, (1) gives

F′ = ψ′†ψ′/m + ψ†Cψ/m ≥ 0.

In the right electrode, with outgoing or decaying waves, ψ′/m = iY_Rψ in its channel basis, so F = −ψ†(Im Y_R)ψ ≤ 0. The same sign holds if the stack is cut and its last layer extended to infinity, as happens during composition. Since F increases to the right, F ≤ 0 at every insulating plane.

At the right face of a chosen layer, write the condition imposed by everything beyond it as ψ′/m = iZψ, with Z = A + iB and A, B Hermitian. This Z exists: ψ = 0 there would make F = 0, but F would then have to stay zero to the right, which forces the whole wave to vanish. Now F = −ψ†Bψ ≤ 0 for every ψ, so B is positive semidefinite. Going to the layer's own mode basis preserves this.

In that basis Y₁ = ig with g = diag(κ/m). Let

K = g^(−1/2)(−iZ)g^(−1/2) = g^(−1/2)(B − iA)g^(−1/2).

Then ig ± Z = i g^(1/2)(1 ± K)g^(1/2), and the reflection r = (ig + Z)⁻¹(ig − Z) becomes, in scaled amplitudes,

g^(1/2) r g^(−1/2) = (1 + K)⁻¹(1 − K) = (1 − K)(1 + K)⁻¹.

For any vector w,

|(1 + K)w|² − |(1 − K)w|² = 4Re(w†Kw) = 4w†g^(−1/2)Bg^(−1/2)w ≥ 0.

Setting w = (1 + K)⁻¹u shows that the scaled reflection has norm at most 1. The mirrored argument covers the left side. P is diagonal, commutes with the scaling and has norm exp(−κ_min d). In these scaled amplitudes the double reflection in D therefore has norm at most exp(−2κ_min d), and its geometric series gives, for the norm of D in the same scaling,

‖D‖ ≤ 1/[1 − exp(−2κ_min d)].  (8)

Thick layers bring D towards the identity. For thin layers the bound grows as 1/(2κ_min d), though the actual norm need not. Equation (8) rules out amplification by growing exponentials; it is not a complete rounding-error theorem, so the accuracy of T is measured below.

A well inside the stack breaks the assumption, because C is no longer positive definite there. In one channel the denominator ig + Z can then nearly vanish at a quasi-bound level. With 1 nm of 2 eV barrier between a 1 nm well at −1 eV and the electrode, an energy scan finds |r| = 803 near 0.631 eV. That number is the largest on the scan grid, not the height of the peak. Leakage into the electrode gives Z a positive real part, which keeps the denominator from zero at real energy. The composition remains valid, but near a sharp resonance 1 − r′_A r_B may be nearly singular and lose digits by cancellation, so the norm of its inverse should be monitored. The same caution applies when bias makes part of the stack propagating.

**How transfer matrices fail**

A transfer matrix relates all amplitudes on one side to all those on the other. Written from right to left, a_L = N₁₁a_R when nothing enters from the right, so

t = N₁₁⁻¹.  (9)

Written from left to right, the condition 0 = M₂₁a_L + M₂₂b_L gives

t = M₁₁ − M₁₂M₂₂⁻¹M₂₁.  (10)

With one channel and a thick barrier, (10) subtracts numbers of order exp(κd) to obtain one of order exp(−κd). The relative error of t is of order ε exp(2κd), where ε = 2.2×10⁻¹⁶ is the double-precision rounding unit used here. Form (9) inverts one large number and has no such cancellation; it works until N₁₁ overflows or T underflows.

With several channels (9) can fail too, when the layers mix the channels. For a thick layer,

N₁₁ ≈ G₁ diag[exp(κₙd)] G₂,

where G₁ and G₂ do not depend on d and are taken as invertible. The largest singular value grows as exp(κ_max d), the smallest as exp(κ_min d), and the condition number as exp[(κ_max − κ_min)d]. The inverse needs the smallest one, since the slowest mode dominates t. When G₁ and G₂ mix the modes, rounding errors made relative to the largest eventually bury it. Mixing is needed: if no layer is modulated, N₁₁ is diagonal, each channel is inverted on its own, and (9) stays accurate, short of overflow, however large the condition number.

**Worked example**

The parameters are round model values. The highest lateral mode kept has a wavelength of only 0.4 nm, where a constant effective mass is not reliable, so the example tests the numerical method rather than a particular material. The electrodes have m = 1 electron mass and band bottoms 5 eV (left) and 7 eV (right) below the Fermi level, where E = 0. A 0.5 nm liner (3 eV, m = 0.5) and a 0.5 nm cap (2.5 eV, m = 0.4) enclose a film with V₀ = 2 eV, U = 0.8 eV, m = 0.5 and L = 2 nm. Six channels are kept; four are open on the left and five on the right.

With ħ²/2mₑ = 0.0381 eV nm², the film has 2m/ħ² = 0.5/0.0381 = 13.123 eV⁻¹ nm⁻². Its first matrix elements, in nm⁻², are

C₀₀ = 13.123 × 2 = 26.25
C₁₁ = 26.25 + π² = 36.12
C₀₁ = 13.123 × 0.8/√2 = 7.42.

The lower eigenvalue of this 2×2 block is 31.18 − √(4.93² + 7.42²) = 22.27, so κ_min ≈ 4.72 nm⁻¹. Six channels give 4.703 nm⁻¹, and κ_max = 16.53 nm⁻¹. The difference is 11.83 nm⁻¹, and ln(1/ε)/11.83 = 3.05 nm is the added film thickness that multiplies the condition number by 1/ε. The liner and cap contribute to it as well, so the condition number itself reaches 1/ε in a thinner film.

Film thickness, T from composition, and the ratio of the result of (9) to a 350-digit reference:

    2 nm    1.89×10⁻¹³    1.000000
    4 nm    1.26×10⁻²¹    0.9999986
    8 nm    5.74×10⁻³⁸    2.2×10⁻²⁵
    16 nm   1.19×10⁻⁷⁰    1.7×10⁻¹⁰⁴
    50 nm   1.5×10⁻²⁰⁹    overflow

The composition agrees with the reference to a relative error of 2×10⁻¹⁴ or better at every thickness computed. At 8 nm the transfer matrix returns a finite, positive and wrong number, with no overflow to give warning. At 4 nm it is still good to about 10⁻⁶, although the condition number alone would allow complete loss. The condition number describes the worst case; the actual error can be much smaller. The growth rate of the logarithm of the condition number between 16 and 32 nm is 11.828 nm⁻¹, as derived.

With one channel and an 8 nm film, (9) has a relative error of 9×10⁻¹⁶, while (10) returns rounding noise, here a T too large by a factor of 10⁴⁹. That is the scale [ε exp(2Σκd)]², with the sum over the three layers; the value itself depends on the order of the operations. One channel has no spread of decay constants, so (9) stays accurate until the numbers leave the floating-point range; with several channels its safety depends on (κ_max − κ_min)d and on how strongly the layers mix the slow and fast modes; weak mixing postpones the loss.

The reference uses the same layer modes, so an independent comparison is needed. A finite-difference solution of (1), without layer modes, extrapolated from steps of 0.005 and 0.0025 nm to remove its second-order error, agrees for a 1 nm film to 3×10⁻⁸ relative to T = 2.455×10⁻⁹. For a 0.2 nm stack, R + T = 0.6357 + 0.3643 = 1. Flux conservation cannot certify the thick cases: adding 10⁻²¹ to a number near 1 changes nothing in double precision.

The bound (8) is loose for thin layers. At d = 0.05 nm the inverse norm is 1.019 against a bound of 2.665; at 1 nm both are within 10⁻⁴ of 1.

**Reading the transmission**

In thick films T falls as exp(−2κ_min d), at 9.407 nm⁻¹, or about four decades per nanometre. Replacing the barrier by its lateral average keeps C₀₀ alone and gives κ = √26.25 = 5.12 nm⁻¹. The lowest eigenvalue of C cannot exceed C₀₀, so modulation can only lower the smallest decay constant: the wave gathers where the barrier is low.

At 4 nm the modulated film transmits 18.2 times as much as the averaged one. The decay constants alone would give exp[2(5.123 − 4.703)4] ≈ 29; the remaining factor of about 0.63 is the ratio of the prefactors of the two exponentials, which contain the coupling into and out of the film through the liner, the cap and the interfaces. The error of averaging therefore grows with thickness. Two channels already give T = 1.150×10⁻²¹ at 4 nm, and six and eight agree at 1.259×10⁻²¹.

The smallest values in the table test the arithmetic; they do not predict the leakage of a real thick film, where the omitted conduction paths can dominate. The composition has its own limit as well: T eventually underflows to zero. Since t_A enters t linearly in (6), t can be rescaled if log T is needed. In each evanescent layer, the factor exp(−κ_min d) is taken out of P in the step t → Pt before multiplying, and its logarithm −κ_min d is added to a running sum; P is left unchanged in the other steps of (5). Then ln T is the logarithm of (7) evaluated with the rescaled t, plus twice the sum. The update of r in (6) also contains t_A, so r needs the unscaled t if it is wanted; t itself does not depend on r. Further values are in the numerical output below.

Values computed for the example and the checks

```
hbar^2/(2 m_e) = 0.038100 eV nm^2
Lateral period = 2.0 nm, channels = 6
left electrode: V0=-5.0 eV, U=0.0 eV, m=1.0 m_e
liner: V0=3.0 eV, U=0.0 eV, m=0.5 m_e, d=0.5 nm
film: V0=2.0 eV, U=0.8 eV, m=0.5 m_e
cap: V0=2.5 eV, U=0.0 eV, m=0.4 m_e, d=0.5 nm
right electrode: V0=-7.0 eV, U=0.0 eV, m=1.0 m_e
Open channels: left 4, right 5
Film decay constants (1/nm): 4.7033 6.2679 8.1316 10.7347 13.5739 16.5317
kappa_max - kappa_min = 11.8284 1/nm
ln(1/machine epsilon)/spread = 3.05 nm
1 nm film: T scattering = 2.45476828e-09
1 nm film: T grid       = 2.45476820e-09
0.2 nm stack: R = 0.635691, T = 0.364309
Film d (nm) | T scattering | its rel. error | T transfer / T reference
  0.5 | 3.014290e-07 | 2.2e-16 | 1.000000e+00
  1.0 | 2.454768e-09 | 0.0e+00 | 1.000000e+00
  2.0 | 1.892624e-13 | 4.4e-16 | 1.000000e+00
  4.0 | 1.259032e-21 | 1.1e-15 | 9.999986e-01
  8.0 | 5.737087e-38 | 3.3e-15 | 2.159323e-25
 16.0 | 1.192843e-70 | 7.8e-15 | 1.673968e-104
 32.0 | 5.156656e-136 | 1.4e-14 | 0.000000e+00
 50.0 | 1.505311e-209 | 2.0e-14 | nan
(nan: the transfer matrix overflowed)
Decay rate of ln T, 16 to 32 nm = 9.40667 1/nm
Twice kappa_min = 9.40667 1/nm
Growth rate of ln(condition number) = 11.82835 1/nm
One channel, 8 nm film: T reference = 1.097251e-40
  inverse form, relative error = 8.9e-16
  subtractive form, T / T reference = 1.158e+49
Inverse norm at d=0.05 nm: 1.018811, bound 2.665202
Inverse norm at d=1.00 nm: 1.000002, bound 1.000082
Largest scaled reflection norm = 0.907326
With a well (V=-1.0 eV, 1.0 nm; barriers 2.0 eV, 1.0 nm):
  largest |r| on scan = 802.90 at E = 0.6309 eV
4 nm film, 1 channels: T = 6.91849903e-23
4 nm film, 2 channels: T = 1.15017464e-21
4 nm film, 3 channels: T = 1.25832447e-21
4 nm film, 4 channels: T = 1.25903110e-21
4 nm film, 6 channels: T = 1.25903233e-21
4 nm film, 8 channels: T = 1.25903233e-21
T(6 channels)/T(averaged barrier) = 18.198
```
